# Parity Alternation and Nine-Layer Beats in a Free-Electron (111) Film: a program that tests the result

```python
"""
Result under test: in a free-electron slab of N layers, with
  s = k_F d / pi = (layer spacing d) / (half Fermi wavelength),
energy and Fermi level alternate with the parity of N when 2s is near 3,
and the favoured parity switches every 1/|3-2s| layers.

nu = k_F L / pi for hard-wall separation L. Neutrality: nu = s N + 3/4.
Reduced energies are in E_F; reduced energies per area in k_F^2 E_F/(4 pi).
The electron number is fixed by the bulk density times N d, except in the
finite-well test, where the chemical potential is fixed at E_F.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.special import spherical_jn


def neutral_film(s, layers):
    """Fill hard-wall subbands with the fixed bulk number of electrons."""
    nu = s * layers + 0.75
    n = np.arange(1, int(nu) + 5)
    edge = (n / nu) ** 2
    target = 2 * s * layers / 3
    below = np.cumsum(edge) - edge
    held_at_edge = (n - 1) * edge - below
    occupied = int(np.sum(held_at_edge < target))
    filled = edge[:occupied]
    mu = (target + filled.sum()) / occupied
    energy = np.sum(mu**2 - filled**2)
    return occupied, mu, energy


def second_difference(values):
    return values[2:] + values[:-2] - 2 * values[1:-1]


def crossovers(layers, curvature):
    """N such that the favoured parity differs between N and N+1."""
    staggered = np.where(layers % 2 == 0, 1, -1) * curvature
    return layers[:-1][staggered[:-1] * staggered[1:] < 0]


def predicted_crossovers(s, phase_offset, first, last):
    """Zeros of sin(2 pi (s N + phase_offset)) envelope, rounded down."""
    m = np.arange(-200, 201)
    nodes = np.floor((2 * phase_offset - m) / (3 - 2 * s)).astype(int)
    return np.sort(nodes[(nodes >= first) & (nodes < last)])


def spectral_beat(s):
    """Beat from the strongest Fourier component of the film stability."""
    layers = np.arange(10, 401)
    energy = np.array([neutral_film(s, N)[2] for N in range(9, 402)])
    signal = second_difference(energy) * (s * layers + 0.75) ** 2
    signal = (signal - signal.mean()) * np.hanning(len(signal))
    size = 2**18
    frequency = np.argmax(np.abs(np.fft.rfft(signal, size))) / size
    return 1 / (1 - 2 * frequency)


def finite_well_levels(s, layers, depth):
    """Levels below E_F from the phase condition, by bisection in k/k_F."""
    offset = 2 * np.arcsin(1 / np.sqrt(depth)) / np.pi
    n = np.arange(1, int(np.floor(s * layers + offset)) + 1)
    low, high = np.zeros(len(n)), np.ones(len(n))
    for _ in range(55):
        mid = (low + high) / 2
        phase = s * layers * mid + 2 * np.arcsin(mid / np.sqrt(depth)) / np.pi
        low = np.where(phase < n, mid, low)
        high = np.where(phase < n, high, mid)
    return ((low + high) / 2) ** 2


# Explicit subband sum against its Poisson-summed form
harmonics = np.arange(1, 2001)
poisson_error = 0.0
for nu in (3.2, 6.75, 11.41, 20.03, 37.6):
    n = np.arange(1, int(nu) + 1)
    direct = np.sum((1 - (n / nu) ** 2) ** 2)
    q = 2 * np.pi * harmonics * nu
    series = 8 * nu / 15 - 0.5 + 16 * nu * np.sum(spherical_jn(2, q) / q**2)
    poisson_error = max(poisson_error, abs(direct - series))
assert poisson_error < 1e-7

# Leading oscillations; the neglected terms are smaller by one power of nu
s_nine = 13 / 9
s_fcc = (3 * np.pi**2 * 16) ** (1 / 3) * (1 / np.sqrt(3)) / np.pi
for s in (s_nine, s_fcc):
    for N in range(20, 301):
        nu = s * N + 0.75
        x = nu % 1
        _, mu, energy = neutral_film(s, N)
        smooth = 4 * s * N / 3 - 8 * nu / 15 + 0.5
        b2 = x**2 - x + 1 / 6
        b3 = x**3 - 1.5 * x**2 + 0.5 * x
        assert abs(nu**2 * (mu - 1) - b2) < 0.5 / nu
        assert abs(nu**2 * (energy - smooth) - 4 * b3 / 3) < 0.1 / nu

# Beat law on both sides of the exact three-half-wavelength match
beat_tests = []
for s in (s_nine, s_fcc, 1.46, 1.54, 1.25):
    measured, law = spectral_beat(s), 1 / abs(3 - 2 * s)
    assert abs(measured - law) < 0.05
    beat_tests.append((2 * s, measured, law))

# Parity crossovers for hard walls, and their absence at exact matching
first, last = 16, 120
layers = np.arange(first, last + 1)
hard = np.array([neutral_film(s_nine, N)[2]
                 for N in range(first - 1, last + 2)])
hard_curvature = second_difference(hard)
hard_cross = crossovers(layers, hard_curvature)
assert np.array_equal(hard_cross,
                      predicted_crossovers(s_nine, 0.75, first, last))
assert np.all(np.diff(hard_cross) == 9)
for N in hard_cross:
    assert hard_curvature[N - first] > 0
    assert hard_curvature[N + 1 - first] > 0
matched = np.array([neutral_film(1.5, N)[2]
                    for N in range(first - 1, last + 2)])
assert len(crossovers(layers, second_difference(matched))) == 0

# Finite well: phase condition against grid diagonalization, lengths in d
depth = 1.4
step, padding, test_layers = 0.005, 5, 4
points = round((2 * padding + test_layers) / step)
z = (np.arange(points) + 0.5) * step
outside = (z < padding) | (z > padding + test_layers)
hopping = 1 / (np.pi * s_nine * step) ** 2
grid_levels = eigh_tridiagonal(
    2 * hopping + depth * outside, -hopping * np.ones(points - 1),
    eigvals_only=True, select='v', select_range=(0, 1))
phase_levels = finite_well_levels(s_nine, test_layers, depth)
assert len(grid_levels) == len(phase_levels)
level_error = np.max(np.abs(grid_levels - phase_levels))
assert level_error < 5e-4  # second-order grid error

# Softer walls move the crossovers but keep their spacing
soft = np.array([-np.sum((1 - finite_well_levels(s_nine, N, depth)) ** 2)
                 for N in range(first - 1, last + 2)])
soft_cross = crossovers(layers, second_difference(soft))
soft_offset = 2 * np.arcsin(1 / np.sqrt(depth)) / np.pi
assert np.array_equal(soft_cross,
                      predicted_crossovers(s_nine, soft_offset, first, last))
assert np.all(np.diff(soft_cross) == 9)
assert soft_cross[0] != hard_cross[0]

# Worked example in physical units
fermi_eV = 10.0
k_fermi = np.sqrt(2 * const.m_e * fermi_eV * const.e) / const.hbar * 1e-9
wavelength = 2 * np.pi / k_fermi
spacing = s_nine * wavelength / 2
area_unit = k_fermi**2 * fermi_eV * 1000 / (4 * np.pi)

print(f"Chosen Fermi energy: {fermi_eV:.1f} eV")
print(f"Fermi wavenumber: {k_fermi:.3f} nm^-1")
print(f"Fermi wavelength: {wavelength:.4f} nm")
print(f"Layer spacing: {spacing:.4f} nm")
print(f"Chosen 2d/(half wavelength): {2*s_nine:.5f}")
print(f"Beat from deficit: {1/(3-2*s_nine):.3f} layers")
print(f"Outward shift of each wall: {3*wavelength/16:.4f} nm")
print(f"Energy-per-area unit: {area_unit:.1f} meV/nm^2")
print("Columns: N; occupied subbands; Fermi shift (meV);")
print(" oscillating energy, second difference (meV/nm^2)")
for N in range(10, 25):
    occupied, mu, energy = neutral_film(s_nine, N)
    nu = s_nine * N + 0.75
    smooth = 4 * s_nine * N / 3 - 8 * nu / 15 + 0.5
    curvature = (neutral_film(s_nine, N + 1)[2]
                 + neutral_film(s_nine, N - 1)[2] - 2 * energy)
    print(f"{N:2d} {occupied:3d} {1000*fermi_eV*(mu-1):8.2f} "
          f"{area_unit*(energy-smooth):8.2f} {area_unit*curvature:8.2f}")
print("Hard-wall crossovers after N =", *hard_cross[:5])
print(f"Finite-well depth: {depth:.1f} E_F")
print("Finite-well crossovers after N =", *soft_cross[:5])
print("Columns: 2d/(half wavelength); beat found; beat law (layers)")
for ratio, measured, law in beat_tests:
    print(f"{ratio:.4f} {measured:8.3f} {law:8.3f}")
print(f"Free-electron tetravalent fcc s: {s_fcc:.5f}")
print(f"k_F increase needed for nine: {100*(s_nine/s_fcc-1):.3f} %")
print(f"Beat sensitivity factor at nine: {2*s_nine/(3-2*s_nine):.1f}")
for change in (-0.01, 0.01):
    changed = 1 / abs(3 - 2 * s_nine * (1 + change))
    print(f"Beat for k_F changed by {100*change:+.0f} %: {changed:.2f} layers")
print(f"Largest Poisson-sum error: {poisson_error:.1e} (reduced)")
print(f"Largest finite-well level error: {level_error:.1e} E_F")
print("ALL CHECKS PASSED")
```

Output:

```
Chosen Fermi energy: 10.0 eV
Fermi wavenumber: 16.201 nm^-1
Fermi wavelength: 0.3878 nm
Layer spacing: 0.2801 nm
Chosen 2d/(half wavelength): 2.88889
Beat from deficit: 9.000 layers
Outward shift of each wall: 0.0727 nm
Energy-per-area unit: 208865.7 meV/nm^2
Columns: N; occupied subbands; Fermi shift (meV);
 oscillating energy, second difference (meV/nm^2)
10  15     0.39    58.24  -218.55
11  16    -2.38   -32.93   152.47
12  18     2.76    28.36   -95.32
13  19    -2.22    -5.67    32.82
14  20     3.33    -6.87    18.93
15  22    -1.56    10.86   -49.38
16  23     0.87   -20.79    70.26
17  25    -0.73    17.82   -74.69
18  26    -0.29   -18.26    71.18
19  28     0.12    16.85   -62.24
20  29    -0.74   -10.28    46.84
21  31     0.93     9.42   -31.08
22  32    -0.79    -1.95    10.53
23  33     1.25    -2.80     8.04
24  35    -0.62     4.40   -20.37
Hard-wall crossovers after N = 22 31 40 49 58
Finite-well depth: 1.4 E_F
Finite-well crossovers after N = 20 29 38 47 56
Columns: 2d/(half wavelength); beat found; beat law (layers)
2.8889    8.999    9.000
2.8653    7.422    7.423
2.9200   12.499   12.500
3.0800   12.500   12.500
2.5000    2.000    2.000
Free-electron tetravalent fcc s: 1.43264
k_F increase needed for nine: 0.824 %
Beat sensitivity factor at nine: 26.0
Beat for k_F changed by -1 %: 7.14 layers
Beat for k_F changed by +1 %: 12.16 layers
Largest Poisson-sum error: 5.4e-13 (reduced)
Largest finite-well level error: 3.7e-05 E_F
ALL CHECKS PASSED
```
